\section*{Why vapour growth loses its apparent activation energy at high temperature}

\section*{Question}

Islands of a two-dimensional crystal grow from a vapour by a thermally activated reaction at their edges. At low temperature the Arrhenius plot of the growth rate has a steep slope, close to the edge barrier. At high temperature the plot bends over and its slope corresponds to a much smaller energy. How can this happen if the barrier of the edge reaction has not changed?

\section*{Mechanism: a hungry edge and a slow supply}

A molecule must do two things in succession before it becomes part of the crystal. It must cross the slow gas next to the substrate, and it must react at an edge. The edge consumes molecules in proportion to the gas concentration just above the surface, not to the concentration in the distant gas stream.

At low temperature the reaction is slow. Diffusion easily replaces what the edges consume, so the surface sees nearly the full supply. Heating then speeds up growth almost as strongly as it speeds up the reaction.

At high temperature the edges could consume molecules faster than diffusion brings them. The concentration at the surface falls until consumption matches delivery. Further heating still makes each edge more reactive, but it also leaves less gas at the edge. The two changes nearly cancel in the growth rate. The barrier is the same, while the rate is now governed mainly by diffusion, which depends weakly on temperature.

This is the behaviour of two resistances in series: the same current passes through both, and the larger one controls it.

\section*{The two resistances}

Let $z$ be the height above the substrate and $\delta$ the thickness of a stagnant gas layer. The precursor concentration is $C_g$ at the top of the layer and $C_s$ at the surface. Gas and substrate have the same temperature $T$, as in a hot-wall furnace. The precursor is so dilute that its consumption causes no appreciable drift of the whole gas, and for now it does not react within the gas.

Count the flux $J$, in molecules per substrate area and time, as positive towards the surface. Since molecules diffuse from high to low concentration,
\begin{equation}
J=D\frac{dC}{dz}.
\end{equation}
In a steady state no molecules accumulate at any height, so $J$ is independent of $z$. With uniform $D$ the gradient is constant, and integration from $0$ to $\delta$ gives
\begin{equation}
J=h(C_g-C_s),\qquad h=\frac{D}{\delta}.
\label{gas}
\end{equation}
The transfer velocity $h$ is the conductance of the gas layer.

At the surface, let $\Lambda$ be the edge length per substrate area and $\kappa C_s$ the number of molecules consumed per edge length and time. Then
\begin{equation}
J=\Lambda\kappa C_s=kC_s,\qquad k=\Lambda\kappa,\qquad
\kappa\propto e^{-E/k_BT}.
\label{surface}
\end{equation}
Here $E$ is an effective barrier for the chain of surface steps that ends in attachment. The chain is taken as first order and irreversible, with constant $E$ over the temperature range considered. Growth rates are compared at equal $\Lambda$.

Equations (\ref{gas}) and (\ref{surface}) give the two concentration drops $C_g-C_s=J/h$ and $C_s=J/k$. Adding them eliminates $C_s$:
\begin{equation}
C_g=J\left(\frac1h+\frac1k\right),\qquad
J=\frac{C_g}{1/h+1/k}.
\label{series}
\end{equation}
The surface share of the total resistance is
\begin{equation}
f_s=\frac{1/k}{1/h+1/k}=\frac{h}{h+k},
\end{equation}
where numerator and denominator were multiplied by $hk$. The gas share is $f_d=1-f_s=k/(h+k)$. Because $C_s=J/k$, equation (\ref{series}) also gives $C_s/C_g=f_s$. The surface share is therefore the fraction of the supply concentration that the edges see.

\section*{The apparent activation energy}

For any positive quantity $X$, define its Arrhenius energy by
\begin{equation}
\mathcal E[X]=-k_B\frac{d\ln X}{d(1/T)}
=k_BT^2\frac{d\ln X}{dT}.
\end{equation}
The second form follows from $d(1/T)=-dT/T^2$. A power $X\propto T^m$ has $\mathcal E[X]=mk_BT$, and the edge law has $\mathcal E[k]=E$ at fixed $\Lambda$.

Take $D\propto T^n$ at fixed total pressure and keep $\delta$ fixed, so that $\mathcal E[h]=nk_BT$. The partial pressure $p$ of the precursor is also fixed. The ideal-gas law $C_g=p/(k_BT)$ then gives $\mathcal E[C_g]=-k_BT$: hotter gas at the same pressure is thinner.

Write $R=1/h+1/k$. Since $d(1/h)=-(1/h)\,d\ln h$, and likewise for $k$,
\begin{align}
\mathcal E[R]
&=-\frac{(1/h)\mathcal E[h]+(1/k)\mathcal E[k]}{R}\\
&=-f_dnk_BT-f_sE .
\end{align}
From $\ln J=\ln C_g-\ln R$ it follows that
\begin{equation}
\boxed{E_{\rm app}=f_sE+f_dnk_BT-k_BT.}
\label{eapp}
\end{equation}
Each step contributes its own energy, weighted by its share of the resistance. The barrier $E$ stays constant; its weight changes.

When $k\ll h$, $f_s\to1$ and $E_{\rm app}\to E-k_BT$. When $k\gg h$, $f_s\to0$ and $E_{\rm app}\to(n-1)k_BT$. At the crossover $k=h$ both shares are one half, so
\begin{equation}
E_{\rm app}=\tfrac12(E+nk_BT)-k_BT.
\end{equation}

\section*{How fast it drops, and where the drop ends}

Write $f_s=1/(1+k/h)$. Differentiation gives
\begin{equation}
\frac{df_s}{dT}=-f_sf_d\frac{d\ln(k/h)}{dT}
=-f_sf_d\frac{E-nk_BT}{k_BT^2}.
\end{equation}
For $E>nk_BT$ the surface share falls on heating. Rewriting (\ref{eapp}) as $nk_BT+f_s(E-nk_BT)-k_BT$ and using the product rule,
\begin{align}
\frac{dE_{\rm app}}{dT}
&=(E-nk_BT)\frac{df_s}{dT}+nk_B(1-f_s)-k_B\\
&=k_B\left[nf_d-1-f_sf_d
\left(\frac{E}{k_BT}-n\right)^2\right].
\label{slope}
\end{align}
The squared term produces the drop. It is large when both resistances matter and the barrier is many times $k_BT$. Far beyond the crossover, $f_s$ becomes so small that this term vanishes, leaving a slow rise at the rate $(n-1)k_B$ if $n>1$. The apparent energy thus drops through the crossover, but not without end.

\section*{Numbers for graphene growth}

Consider graphene on copper, grown from ethylene, C$_2$H$_4$, in nitrogen with a little hydrogen. The parameters are rough typical values or round choices: $E=2.00$ eV, $n=1.75$, $\delta=5.0$ mm, and $D=0.16$ cm$^2$/s at 300 K and 760 Torr. The ethylene pressure is $2.0\times10^{-3}$ Torr. The edge coefficient is $\kappa=4.0\times10^{-3}$ cm$^2$/s at 1150 K.

There is one circular island of radius $r=5\ \mu$m per square of side $s=20\ \mu$m, so $\Lambda=2\pi r/s^2=785$ cm$^{-1}$. Growth is compared at this same island size for every temperature.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $h$ (cm/s) & $k$ (cm/s) & $f_s$ & $E_{\rm app}$ (eV)\\
1000 & 2.63 & 0.152 & 0.945 & 1.81\\
1100 & 3.11 & 1.26 & 0.712 & 1.38\\
1200 & 3.62 & 7.28 & 0.332 & 0.68\\
1300 & 4.17 & 32.2 & 0.114 & 0.29
\end{tabular}
\end{center}

At 1200 K the supply concentration is $1.609\times10^{13}$ cm$^{-3}$, and
\begin{equation}
J=\frac{1.609\times10^{13}}{1/3.620+1/7.284}
=3.89\times10^{13}\ {\rm cm^{-2}s^{-1}}.
\end{equation}
Each ethylene molecule supplies two carbon atoms. Graphene contains $\sigma=3.816\times10^{15}$ atoms/cm$^2$, so the edge speed is
\begin{equation}
v=\frac{2J}{\sigma\Lambda}=260\ {\rm nm/s}.
\end{equation}
With $k_BT=0.1034$ eV, the three terms of (\ref{eapp}) give
\begin{equation}
E_{\rm app}=0.664+0.121-0.103=0.68\ {\rm eV}.
\end{equation}

The cancellation described at the start shows at the hot end of the table. From 1200 to 1300 K the reaction velocity $k$ rises by a factor of 4.4. The surface concentration $C_s=f_sC_g$ falls by a factor of 3.1, mostly through the fall of $f_s$. Their product, the uptake, therefore rises by a factor of only 1.4.

The crossover lies at 1154 K, where $E_{\rm app}=0.99$ eV. Straight lines fitted to the Arrhenius plot give 1.75 eV between 1000 and 1050 K, but 0.36 eV between 1250 and 1300 K. At 1300 K equation (\ref{slope}) gives a slope of about $-2.2$ meV/K, so the apparent energy is still falling at the end of the range. With these numbers the slow rise would begin only above the melting point of copper, so it would not be seen in this system.

\section*{Recovering the unchanged barrier}

If $h$ is known, the gas resistance can be subtracted from the measured total:
\begin{equation}
\frac1k=\frac{C_g}{J}-\frac1h.
\label{subtract}
\end{equation}
At 1300 K, $C_g=1.486\times10^{13}$ cm$^{-3}$ and $J=5.480\times10^{13}$ cm$^{-2}$s$^{-1}$. The subtraction is $0.271-0.240=0.031$ s/cm, which returns $k\approx32$ cm/s. At 1200 K it returns 7.3 cm/s. The Arrhenius energy between these two values is
\begin{equation}
E=k_B\frac{\ln(32.246/7.284)}{1/1200-1/1300}=2.0\ {\rm eV}.
\end{equation}
The same two-point formula applied to $J$ gives 0.46 eV. Both energies describe the same growth; the first refers to the gas that the edges see, the second to the gas supplied.

The subtraction becomes delicate when the gas resistance dominates. At 1300 K a 10\% error in $1/h$ amounts to 0.024 s/cm, about three quarters of the remainder from which $k$ is found. If $1/h$ were overestimated by 10% at both temperatures, the recovered barrier would be 3.7 eV instead of 2.0 eV.

\section*{Changing the gas while keeping the edge}

A direct way to test the explanation is to change the gas resistance at fixed temperature. In this pressure range $D$ is inversely proportional to total pressure for a gas of fixed composition. The same law is used here, although hydrogen becomes about a quarter of the gas at 7.6 Torr and would raise $D$ somewhat further. Keep $T=1300$ K, the partial pressures of ethylene and hydrogen, $\delta$, $\Lambda$ and the edge law fixed, and reduce the nitrogen. The apparent energy then changes from 0.29 eV at 760 Torr to 1.10 eV at 76 Torr and 1.76 eV at 7.6 Torr. The steep slope returns although nothing was done to the edge reaction.

In a real reactor the flow may also change $\delta$ when the pressure changes, so $h$ must be determined for each setting. The gas must also be renewed fast enough to keep the supply above the layer fixed, because faster uptake drains the stream sooner. A simpler diagnostic is to change $h$ alone. From (\ref{series}), doubling $h$ multiplies the uptake by
\begin{equation}
\frac{J(2h)}{J(h)}=\frac{2(h+k)}{2h+k}.
\end{equation}
This is 1.03 at 1000 K and 1.79 at 1300 K. Growth that responds strongly to gas transport is growth whose Arrhenius slope should not be read as an edge barrier.

\section*{Why series and not parallel}

Suppose instead that the same two velocities belonged to independent parallel paths. Their conductances would add, $J=C_g(h+k)$, and differentiation would give
\begin{equation}
E_{\rm par}=\frac{kE+hnk_BT}{h+k}-k_BT.
\end{equation}
The activated path now has the weight $k/(h+k)$, its share of the flow, which grows on heating. With the present numbers the energy rises from 0.17 eV at 1000 K to 1.68 eV at 1300 K. Parallel paths favour the faster process; series steps are controlled by the slower one. For these two processes the downward bend therefore depends on their connection in series, not merely on both being present.

\section*{When the number of islands changes}

Equal edge length was an assumption about the comparison. If $\Lambda$ varies with temperature, then $k=\Lambda\kappa$ gives
\begin{equation}
\mathcal E[k]=E+E_\Lambda,\qquad E_\Lambda=\mathcal E[\Lambda],
\end{equation}
and $E+E_\Lambda$ replaces $E$ in (\ref{eapp}). The shares must be recalculated as well.

Let the number of islands halve between 1000 and 1300 K, following an Arrhenius law, with growth still compared at equal radius. Then $E_\Lambda=-0.26$ eV. The apparent energy of the uptake becomes 1.57 eV at 1000 K and 0.40 eV at 1300 K. At the lower temperature the loss of edges weakens the rise of the uptake. At the higher temperature the smaller edge length also raises the surface share of the resistance, and this effect wins.

The edge speed has a different apparent energy, because $v\propto J/\Lambda$ implies $\mathcal E[v]=E_{\rm app}-E_\Lambda$. This gives 1.83 eV and 0.66 eV at the two temperatures. One must therefore state whether an Arrhenius plot shows the uptake of the whole substrate or the speed of one edge.

\section*{The model beside a real reactor}

The temperatures, near-atmospheric pressure and copper substrate belong to the regime of graphene growth by chemical vapour deposition. The edge coefficient is a choice that places the crossover inside the temperature window, not a measured constant. It is larger than an edge of atomic width could catch directly from the gas, about $7\times10^{-4}$ cm$^2$/s: at 1300 K it requires a capture strip at least 17 nm wide. The molecules must therefore adsorb on the copper and migrate to the edge, and $\kappa$ lumps these steps together. Uptake proportional to edge length holds only while adsorption, dissociation and migration on the bare copper are not themselves the slowest steps. Near 1154 K, $d\ln(k/h)/dT$ is about 0.016 K$^{-1}$, so a tenfold change in $\kappa$ would move the crossover by roughly 150 K: down by 128 K for a larger $\kappa$, up by 167 K for a smaller one. The mechanism survives such a change, but the temperature of the bend does not.

Ethylene may not reach the layer intact. A rough rate law, $2\times10^{14}\,{\rm s^{-1}}\,e^{-3.85\,{\rm eV}/k_BT}$, gives a decomposition rate of 0.24 s$^{-1}$ at 1300 K. The main product, acetylene, can itself feed growth; the estimates here count every decomposed molecule as lost. Within the layer this lowers the uptake by 0.6\% and $E_{\rm app}$ by 0.02 eV. If the gas also spends 0.1 s in the hot zone upstream, that loss lowers the uptake by 2.3\% and $E_{\rm app}$ by 0.09 eV.

For a first-order loss at rate $k_g$ during a time $t$, the supply is multiplied by $e^{-k_gt}$, which adds $-k_gt\,\mathcal E[k_g]$ to the apparent energy. The shift is proportional to $t$. If the products do not feed growth, a residence time of 1 s would, with this rough rate law, lower $E_{\rm app}$ at 1300 K by about 0.9 eV and make it negative: growth would slow on heating. A rate law that includes the pressure falloff of this reaction gives a smaller shift, about 0.6 eV, which still makes it negative. If they diffuse and react at the edges as readily as ethylene, the shift disappears. Such a loss of supply is distinct from the series effect.

Growth itself also drains the gas stream along the substrate, so $C_g$ must be read as the local supply above the layer. At 1300 K the uptake velocity $J/C_g$ is 3.7 cm/s. A stream of depth $H=2$ cm, mixed across its depth, that spends $t=0.1$ s above the growing substrate keeps the fraction $e^{-(J/C_g)t/H}$. It would therefore lose about 17\% of its ethylene, more than decomposition removes in the same time, and $E_{\rm app}$ at the downstream end would fall from 0.29 to 0.22 eV. This is only an estimate, since diffusion alone would not mix the stream so quickly. Without mixing the total loss is smaller, about 11\%, but it is concentrated within $\sqrt{Dt}\approx0.5$ cm of the substrate, where the nearest gas loses roughly half its ethylene. At 7.6 Torr the same stream would lose about 78\% in 0.1 s, so the pressure test above needs a much shorter residence time.

The exponent $n=1.75$ is an average over a wide range. Kinetic theory with Lennard-Jones molecules gives about 1.67 between 1000 and 1300 K and a 4\% smaller $D$ at 1300 K, which lowers $E_{\rm app}$ there from 0.29 to 0.27 eV. A change of layer thickness with temperature also matters. If the layer thickens as $T^{0.35}$, $E_{\rm app}$ at 1300 K falls by 0.035 eV; a stronger dependence would lower it further. The mean free path, estimated to within about a factor of two as $3D/\bar v$ with $\bar v$ the mean molecular speed, is 0.63 $\mu$m at 760 Torr, far below $\delta$; at 7.6 Torr it is 63 $\mu$m, still about 1\% of $\delta$. Diffusion across the layer takes about 0.12 s, whereas an edge needs 14 s to advance by one island radius, so the steady-state profile is justified.

Irreversibility also needs a condition. The estimated ethylene pressure in equilibrium with graphene and 2 Torr of hydrogen is negligible beside the supply. Hydrogen can also remove carbon as methane, and the rate of that reaction is not included. The growth rates thus assume that methane forms slowly. This matters most at 1000 K: if methane reached its equilibrium pressure at the surface, about 0.5 mTorr, its escape through the gas layer could remove more carbon than growth supplies. More hydrogen would make this omission more serious.

Finally, a bend in an Arrhenius plot does not by itself prove gas limitation. A change in the slowest surface step, or a surface crowded with adsorbed species, would violate the constant-barrier, first-order law in (\ref{surface}). The response to $h$ at fixed temperature helps to separate these cases. The numerical output below lists the values for all four temperatures and most of the estimated corrections.

\section*{Table of computed values}
\begin{verbatim}
edge barrier E: 2.00 eV
edge coefficient at 1150 K: 4.0e-03 cm2/s
D at 300 K, 760 Torr: 0.16 cm2/s; exponent n: 1.75
gas layer: 5.0 mm; total pressure: 760 Torr
C2H4: 2.0e-03 Torr; H2: 2.0 Torr
island spacing: 20 um; radius: 5 um
edge length per area: 785.4 1/cm
graphene carbon density: 3.816e+15 1/cm2
T (K) | D (cm2/s) | h (cm/s) | k (cm/s) | fs = Cs/Cg
1000 | 1.316 | 2.631 | 0.152 | 0.945
1100 | 1.555 | 3.109 | 1.255 | 0.712
1200 | 1.810 | 3.620 | 7.284 | 0.332
1300 | 2.082 | 4.165 | 32.246 | 0.114
T (K) | Cg (1/cm3) | J (1/cm2/s) | edge speed (nm/s)
1000 | 1.931e+13 | 2.779e+12 | 18.5
1100 | 1.756e+13 | 1.570e+13 | 104.8
1200 | 1.609e+13 | 3.892e+13 | 259.7
1300 | 1.486e+13 | 5.480e+13 | 365.6
T (K) | kB*T (eV) | surface, gas, supply terms (eV) | E_app (eV)
1000 | 0.0862 | 1.891, 0.008, -0.086 | 1.813
1100 | 0.0948 | 1.425, 0.048, -0.095 | 1.378
1200 | 0.1034 | 0.664, 0.121, -0.103 | 0.682
1300 | 0.1120 | 0.229, 0.174, -0.112 | 0.290
crossover k = h: 1154 K; E_app there: 0.988 eV
Arrhenius slope 1000-1050 K: 1.746 eV
Arrhenius slope 1250-1300 K: 0.358 eV
E_app at 1300 K, total pressure 760.0 Torr: 0.290 eV
E_app at 1300 K, total pressure 76.0 Torr: 1.101 eV
E_app at 1300 K, total pressure 7.6 Torr: 1.758 eV
parallel paths, E_app 1000 K: 0.166 eV
parallel paths, E_app 1300 K: 1.682 eV
islands halved 1000 to 1300 K, E_edge: -0.259 eV
  E_app then at 1000 K: 1.568 eV
  E_app then at 1300 K: 0.401 eV
neglected effects at 1300 K unless stated:
C2H4 decomposition rate: 0.24 1/s
  in layer: J -0.58 %, E_app -0.020 eV
  upstream 0.1 s: J -2.3 %, E_app -0.091 eV
layer thickness ~ T^0.35: E_app -0.035 eV
reaction probability per impact: 1.3e-03
arrival / gas-layer resistance: 0.017 %
mean free path: 0.63 um; at 7.6 Torr: 63 um
island spacing / layer: 0.4 %
diffusion time: 0.12 s; growth time: 13.7 s
C2H4 mole fraction: 2.6e-06
largest C2H4 back pressure / supply: 0.0005 %
CH4 equilibrium pressure, 1000 K: 0.52 mTorr
\end{verbatim}
